\section*{Spin-active fraction of dangling bonds with the Fermi level at midpoint}

\section*{Problem}

A dangling bond in amorphous silicon is modelled as one localized orbital. It can be empty (positive, $D^+$), singly occupied (neutral, $D^0$) or doubly occupied (negative, $D^-$). The energies of these states are
\begin{equation}
E_+=0,\qquad E_0=E_d,\qquad E_-=2E_d+U .
\end{equation}
The effective correlation energy $U$ is the extra cost of the second electron. It includes the energy gained when the surrounding lattice relaxes, so it may have either sign. The neutral bond has an unpaired electron with two spin states; each charged bond has a single, spinless state.

The bonds are independent of one another and exchange electrons with a reservoir at temperature $T$ and Fermi level $\mu$. The charge transition levels are defined as energy differences,
\begin{equation}
E(+/0)=E_0-E_+=E_d,\qquad E(0/-)=E_--E_0=E_d+U .
\end{equation}

(a) With $\mu$ midway between the two levels, what fraction $f$ of the bonds is spin-active, meaning neutral with an unpaired spin?

(b) How does $f$ change when $\mu$ is displaced from the midpoint by $\delta$?

(c) Evaluate $f$ for $U=0.20$ eV, $E_d=0.70$ eV above the valence edge, $T=300$ K and a bond density $N=1.0\times10^{19}$ cm$^{-3}$. These are rough values in the regime of ion-implanted amorphous silicon. Which neglected effect changes the answer most?

\section*{First estimate by scaling}

Take $U>0$ and $k_BT\ll U$, so that nearly all bonds are neutral. Charged bonds can form without changing the total number of electrons if one neutral bond gives its electron to another:
\begin{equation}
2D^0\rightarrow D^++D^-,\qquad
\Delta E=E_++E_--2E_0=U .
\end{equation}
The law of mass action, with numerical prefactors dropped, gives
\begin{equation}
\frac{N_+N_-}{N_0^2}\sim e^{-U/k_BT}.
\end{equation}
At the midpoint the two charged states are equally likely, so $N_+=N_-$. Taking the square root, with $N_0\approx N$, gives the charged fraction
\begin{equation}
1-f\sim e^{-U/2k_BT}.
\label{eq:estimate}
\end{equation}
The factor $1/2$ in the exponent arises because the energy $U$ creates two charged bonds. For the example,
\begin{equation}
\frac{U}{2k_BT}=\frac{0.20}{2(0.02585)}=3.868,\qquad
e^{-3.868}=0.0209,
\end{equation}
so the estimate is $f\approx0.979$. Scaling fixes the exponent, but not the prefactor, and it does not cover $k_BT\sim U$.

\section*{Exact solution of the model}

\subsection*{Fermi level at the midpoint}

In the grand canonical ensemble, a state with energy $E$ and $n$ electrons has weight $\exp[-(E-n\mu)/k_BT]$. Including the two spin states of $D^0$, the weights are
\begin{align}
w_+&=1,\\
w_0&=2\exp\!\left(\frac{\mu-E_d}{k_BT}\right),\\
w_-&=\exp\!\left(\frac{2\mu-2E_d-U}{k_BT}\right).
\end{align}
Write $\mu=E_d+U/2+\delta$. Then $\mu-E_d=U/2+\delta$ and $2\mu-2E_d-U=2\delta$. Dividing all three weights by $e^{\delta/k_BT}$ leaves the probabilities unchanged and gives
\begin{equation}
w_+:w_0:w_-=e^{-\delta/k_BT}:2e^{U/2k_BT}:e^{\delta/k_BT}.
\label{eq:ratio}
\end{equation}
At the midpoint $\delta=0$, and therefore
\begin{equation}
f=\frac{w_0}{w_++w_0+w_-}
=\frac{2e^{U/2k_BT}}{2+2e^{U/2k_BT}}
=\frac{1}{1+e^{-U/2k_BT}} .
\label{eq:result}
\end{equation}
The last step divides numerator and denominator by $2e^{U/2k_BT}$. The two spin states of $D^0$ are balanced by the two charged states, so no factor of two survives. Without the spin degeneracy the result would be $1/(1+2e^{-U/2k_BT})$, or 0.960 instead of 0.980 in the example.

For $U>0$, $f\rightarrow1$ as $T\rightarrow0$. For $U=0$, all four microscopic states have equal weight and two of them carry a spin, so $f=1/2$. For $U<0$, $f\rightarrow0$ as $T\rightarrow0$. The reason is visible in the grand energies $E-n\mu$: the average for $D^+$ and $D^-$ minus the value for $D^0$ is $U/2$, whatever $\mu$ is. If $U$ is negative, at least one charged state must lie below $D^0$. With $x=e^{-U/2k_BT}$,
\begin{equation}
f(U)+f(-U)=\frac1{1+x}+\frac{x}{1+x}=1 .
\end{equation}

\subsection*{Displaced Fermi level}

For general $\delta$, the charged weights in Eq.~\eqref{eq:ratio} add to $2\cosh(\delta/k_BT)$. Hence
\begin{equation}
f(\delta)=\frac{1}{1+e^{-U/2k_BT}\cosh(\delta/k_BT)} .
\label{eq:offset}
\end{equation}
Since $\cosh(\delta/k_BT)\ge1$, the midpoint gives the largest spin fraction for either sign of $U$.

A displacement $\delta=U/2=0.10$ eV puts $\mu$ on $E(0/-)$. There $D^0$ and $D^-$ have weights $2:1$, while $D^+$ is negligible, so $f$ should be close to $2/3$. The computed value is 0.667.

\subsection*{Which levels define $U$}

Transition levels are sometimes defined by equal occupation instead of equal energy. Setting $w_+=w_0$ and then $w_0=w_-$ gives
\begin{equation}
\mu_{+0}=E_d-k_BT\ln2,\qquad
\mu_{0-}=E_d+U+k_BT\ln2 .
\end{equation}
Their midpoint is still $E_d+U/2$, but their separation is $U'=U+2k_BT\ln2$. Substituting $U=U'-2k_BT\ln2$ in Eq.~\eqref{eq:result} gives $f=1/(1+2e^{-U'/2k_BT})$. In the example the levels are 0.682 and 0.918 eV, separated by 0.236 eV instead of 0.200 eV. The formula must match the definition of the levels.

\subsection*{What a spin measurement counts}

Let a magnetic field split the two spin states by $h=g\mu_BB$. Their energies shift by $\mp h/2$. The lower state has its magnetic moment along the field and, because the electron's charge is negative, its spin against the field. The magnitude of the mean spin, in units of $\hbar$, is
\begin{equation}
|\langle S\rangle|=\frac f2\tanh\!\left(\frac{h}{2k_BT}\right)
\simeq\frac{f h}{4k_BT}\qquad(h\ll k_BT).
\end{equation}
A calibrated Curie signal therefore measures the density $fN$ of neutral bonds, although the net spin polarization is small. At 0.34 T, $h=3.94\times10^{-5}$ eV, and the field changes $f$ itself by about $6\times10^{-9}$.

\section*{Comparison of estimate and solution}

The exact charged fraction is
\begin{equation}
1-f=\frac{x}{1+x},\qquad x=e^{-U/2k_BT}.
\end{equation}
The estimate was $x$. It exceeds the exact charged fraction by the relative amount
\begin{equation}
\frac{x-x/(1+x)}{x/(1+x)}=x .
\end{equation}
At 300 K this is 2.1\%: the estimate gives 0.0209 and the solution 0.0205. The spin-active density is
\begin{equation}
fN=0.9795\times10^{19}\ \mathrm{cm^{-3}}
=9.8\times10^{18}\ \mathrm{cm^{-3}},
\end{equation}
with about $1.0\times10^{17}$ cm$^{-3}$ in each charged state.

At 773 K, with $U$ held fixed, $x=0.223$. The estimate gives $f\approx0.777$, while the solution gives 0.818. The estimate now exceeds the exact charged fraction by 22\%, because it ignores the depletion of neutral bonds. The dropped prefactors do not contribute: spin degeneracy gives a factor $1/2$ for each charged state, and there are two such states. At 77 K the charged fraction is below $10^{-6}$. Reversing the sign of $U$ at 300 K changes $f$ from 0.980 to 0.020.

\section*{From the model to implanted silicon}

\subsection*{Why the midpoint is a reasonable starting point}

From Eq.~\eqref{eq:ratio}, the mean charge of a bond, in units of the elementary charge, is
\begin{equation}
q(\delta)=\frac{w_+-w_-}{w_++w_0+w_-}
=-\frac{\sinh(\delta/k_BT)}{e^{U/2k_BT}+\cosh(\delta/k_BT)} .
\end{equation}
This is odd in $\delta$. If the bond levels are distributed symmetrically about a centre and the bonds dominate the charge balance, the charges cancel when $\mu$ is at that centre. A skewed distribution generally moves $\mu$ away from its mean.

Carriers in the bands are negligible here. With a rough effective density of $10^{20}$ cm$^{-3}$ and a band edge 0.80 eV away, their density is about $4\times10^6$ cm$^{-3}$, against $2\times10^{17}$ cm$^{-3}$ charged bonds. Localized band-tail states are not included in this estimate. An exponential tail with an assumed edge density of $2\times10^{21}$ cm$^{-3}$eV$^{-1}$ and a decay energy of 0.10 eV traps about $7\times10^{16}$ cm$^{-3}$ carriers if the edge is 0.8 eV away and about $1.5\times10^{18}$ cm$^{-3}$ if it is 0.5 eV away. Unless the charges in the two tails balance, broad tails can therefore move $\mu$ off the midpoint. Net active donors of $10^{17}$ cm$^{-3}$ require $q=-0.01$. If all bonds share the same levels, this raises $\mu$ by 0.012 eV and reduces $f$ to 0.977. With the level spread considered next, the shift of $\mu$ is smaller.

\subsection*{Spread of the levels}

Disorder gives different bonds different values of $E_d$. Let these shifts $s$ have a Gaussian distribution $g(s)$ with standard deviation $\sigma=0.10$ eV, with $U$ unchanged and $\mu$ at the centre. A bond shifted by $s$ has $\delta=-s$, so
\begin{equation}
\bar f=\int_{-\infty}^{\infty}g(s)\,f(-s)\,ds .
\end{equation}
At zero temperature a bond is neutral if $|s|<U/2$, which gives
\begin{equation}
\bar f(T=0)=\operatorname{erf}\!\left(\frac{U}{2\sqrt2\,\sigma}\right)=0.683 .
\end{equation}
Numerical integration at 300 K gives $\bar f=0.716$. Thus the spread lowers the spin-active density from $9.8\times10^{18}$ to about $7.2\times10^{18}$ cm$^{-3}$. Among the effects evaluated for a nominally centred Fermi level, this is the largest. Its size depends strongly on the assumed width: $\sigma=0.05$ eV would give $\bar f=0.92$. An imposed 0.10 eV displacement of $\mu$ would have a comparable effect, as found above. Disorder can also spread $U$ itself. A Gaussian spread of 0.10 eV in $U$ alone gives $\bar f=0.93$ if each bond keeps its midpoint at $\mu$, and $0.88$ if $E_d$ is fixed and $\mu$ is set by neutrality.

\subsection*{Smaller corrections}

Two bonds a distance $r$ apart interact, when charged, with energy of magnitude $V=e^2/(4\pi\varepsilon_0\varepsilon_r r)$. For randomly placed bonds the mean nearest-neighbour distance is 2.57 nm. With $\varepsilon_r=12$ this gives $V=0.047$ eV. Put $y=2e^{U/2k_BT}$. Summing over the states of such a pair gives
\begin{equation}
f_{\mathrm{pair}}=
\frac{y^2+2y}{y^2+4y+4\cosh(V/k_BT)}=0.979 .
\end{equation}
In the numerator, $y^2$ comes from two neutral bonds. The mixed states have total weight $4y$, but half of their bonds are neutral. The $\cosh$ term collects like and opposite charges.

Closer pairs are affected more strongly. Below 0.60 nm, $V>U$ and an oppositely charged pair has lower energy than two neutral bonds. About 0.9\% of the bonds have a neighbour that close. This is not negligible beside a charged fraction of 2\%: averaging the pair result over the neighbour distances lowers $f$ to about 0.97. A continuum permittivity is doubtful at the shortest distances, however, and spin exchange has been omitted.

The interaction matters more when the levels are spread, because more than a quarter of the bonds are then charged. In the same continuum picture, with $\sigma=0.10$ eV, the average over nearest-neighbour pairs lowers $\bar f$ by about a further 0.05. Letting all the bonds interact raises this reduction to about 0.08. For $\sigma=0.05$ eV the full interaction lowers $\bar f$ by about 0.05, close to the 0.06 caused by that spread alone, so for narrow distributions the two effects are comparable. Without spread it gives $f\approx0.96$.

Vibrational entropy can also differ between charge states. If $D^+$ and $D^-$ each have $k_B/2$ more entropy than $D^0$, the pair reaction gains $k_B$ and $U$ is replaced by $U-k_BT$. The fraction becomes 0.967. The value $k_B$ is a trial size, not a material constant.

\subsection*{Reading a measured spin density}

Implanted amorphous silicon can contain dangling bonds at densities around $10^{19}$ cm$^{-3}$, and a positive $U$ of a few tenths of an electronvolt is a reasonable rough value. With the assumed width and a centred Fermi level, the spread of the levels is the largest of the effects evaluated here. To infer the total bond density from a measured spin density, one divides by the spin fraction: the factor is $1/0.980=1.02$ in the ideal model and $1/0.716=1.40$ with the assumed spread and no interaction between bonds. Coulomb interaction would raise the second factor further. Either factor requires electronic equilibrium and a Fermi level at the centre. Annealing can also change $N$, so a change in spin signal does not by itself determine a change in $f$. The numerical output lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, implanted amorphous silicon regime)
correlation energy U = 0.20 eV
level E(+/0) = 0.70 eV above valence edge
level E(0/-) = 0.90 eV above valence edge
Fermi level at midpoint = 0.80 eV above valence edge
temperature = 300 K
dangling-bond density = 1.0e+19 cm^-3
IDEAL MODEL
kT = 0.02585 eV
U/(2kT) = 3.8682 (no unit)
exp(-U/(2kT)) = 0.02090 (no unit)
spin-active fraction = 0.9795 (no unit)
spin density = 9.795e+18 cm^-3
D+ density = D- density = 1.023e+17 cm^-3
fraction if spin degeneracy is forgotten = 0.9599 (no unit)
fraction for U = -0.20 eV: 0.0205 (no unit)
fraction at 77 K, same U: 1.000000 (no unit)
fraction at 300 K, same U: 0.979531 (no unit)
fraction at 773 K, same U: 0.817758 (no unit)
equal-occupation level D+/D0 = 0.6821 eV
equal-occupation level D0/D- = 0.9179 eV
their separation = 0.2358 eV
NEGLECTED EFFECTS (each alone, at 300 K unless stated)
Gaussian level spread, std. dev. = 0.10 eV
fraction with level spread = 0.7158 (no unit)
same, zero-temperature limit = 0.6827 (no unit)
spin density with level spread = 7.158e+18 cm^-3
fraction, Fermi level 0.10 eV off: 0.6666 (no unit)
net donor density = 1.0e+17 cm^-3
Fermi shift from donors = 0.0122 eV
fraction with donors = 0.9773 (no unit)
relative permittivity = 12.0 (no unit)
mean neighbour distance = 2.57 nm
Coulomb energy at that distance = 0.0467 eV
fraction for such a pair = 0.9787 (no unit)
distance where Coulomb energy equals U = 0.60 nm
share of bonds with closer neighbour = 0.0090 (no unit)
fraction with 1 k_B pair entropy = 0.9667 (no unit)
magnetic field = 0.34 T
Zeeman splitting = 3.94e-05 eV
change of fraction by field = 5.8e-09 (no unit)
band-edge effective density = 1.0e+20 cm^-3
distance of band edge from Fermi level = 0.80 eV
band carrier density = 3.6e+06 cm^-3
\end{verbatim}
